# Grain-boundary resistivity in the Mayadas-Shatzkes theory

## Problem

A metal wire is divided into grains by plane boundaries that lie across the direction of the current, $x$. The bulk mean free path is $\lambda=390$ Å (39 nm), the mean distance between boundaries is $D=200$ Å (20 nm), and a boundary reflects an electron at normal incidence with probability $R=0.3$. Find the ratio of the resistivity $\rho$ to the resistivity $\rho_0$ of a single crystal with the same bulk scattering.

Use the following model.

- The electrons are free, with a spherical Fermi surface and Fermi speed $v_F$. Bulk scattering is isotropic with relaxation time $\tau$, so $\lambda=v_F\tau$.
- Each boundary is a potential $S\,\delta(x-x_j)$. It conserves the momentum parallel to its plane. The positions $x_j$ are random.
- Boundary events are counted at the lowest-order reflection rate $w$. The standard Mayadas-Shatzkes parameter corresponds to the rule that an event leaves the sign of $v_x$ random.
- Scattering at the outer surfaces of the wire is left out.

The algebra uses atomic units, $\hbar=m=1$, so that velocity and wave number are equal. The direction of motion is described by $\mu=v_x/v_F$.

(a) Relate $S$ to $R$.
(b) Find the event rate $w(\mu)$.
(c) Find the relaxation time $\tau^*(\mu)$ that includes the boundaries.
(d) Find $\rho_0/\rho$ in closed form and evaluate $\rho/\rho_0$.

## Hints

1. At a delta potential the wave function is continuous, but its slope jumps. Integrate the Schrödinger equation across the barrier to find the jump.
2. In the golden rule, the amplitudes from different boundaries carry phases $e^{2ik_xx_j}$. Ask what random positions do to the squared sum.
3. The part of the distribution that carries current is odd in $\mu$. Ask what an event does to an odd function.
4. Collect all boundary data in one number, the value of $w\tau$ at $\mu=1$. The remaining integral yields to polynomial division.

## Solution

### (a) Barrier strength and reflection

Let a wave of wave number $k>0$ arrive from the left at a barrier at $x=0$:

$$\psi=e^{ikx}+r\,e^{-ikx}\ (x<0),\qquad \psi=t\,e^{ikx}\ (x>0).$$

Continuity gives $1+r=t$. Integrating $-\tfrac12\psi''+S\delta(x)\psi=E\psi$ over a vanishing interval around $x=0$ gives $\psi'(0^+)-\psi'(0^-)=2S\psi(0)$, that is,

$$ikt-ik(1-r)=2St.$$

With $r=t-1$ the left side becomes $2ik(t-1)$. Hence $t(ik-S)=ik$, and

$$t=\frac{1}{1+iS/k},\qquad |t|^2=\frac{1}{1+S^2/k^2}.$$

The reflection probability is $1-|t|^2$. Dividing it by $|t|^2$ gives $S^2/k^2$. For motion perpendicular to the boundary, $k=v_F$, so

$$\frac{R}{1-R}=\frac{S^2}{v_F^2}.$$

For an oblique electron, $k$ is replaced by $|v_x|=v_F|\mu|$, and the same barrier reflects more strongly.

To see the size of such a barrier, choose a Fermi energy of 5.0 eV, for which $k_F=1.1456$ Å$^{-1}$. With $\hbar$ restored, $\hbar v_F=2E_F/k_F=8.73$ eV Å, and $S=8.73\times\sqrt{0.4286}=5.7$ eV Å. The resistivity ratio does not depend on this choice, because $S$ enters it through $R$ alone.

### (b) Event rate

Energy and parallel momentum are both conserved, so a boundary can take $k_x$ only to $k_x$ or $-k_x$. The first leaves the electron unchanged. For the second, with $N$ boundaries in a length $L=ND$ and plane waves normalized on $L$, the matrix element is

$$M=\frac{S}{L}\sum_{j=1}^{N}e^{2ik_xx_j}.$$

In $|M|^2$ the $N$ terms with equal indices each contribute 1. The terms with different indices average to zero when the positions are independent and spread over many wavelengths. The mean is therefore $NS^2/L^2$.

The density of final states with the reversed $k_x$ is $L/(2\pi|v_x|)$. The golden rule gives

$$w=2\pi\,\frac{NS^2}{L^2}\,\frac{L}{2\pi|v_x|}=\frac{S^2}{D|v_x|}.$$

Inserting $S^2=v_F^2R/(1-R)$ and $|v_x|=v_F|\mu|$,

$$w(\mu)=\frac{v_F}{D}\,\frac{R}{1-R}\,\frac{1}{|\mu|}.$$

An electron moving nearly parallel to the boundaries meets them less often, in proportion to $|\mu|$, but the lowest-order reflection probability grows as $1/\mu^2$. The product grows as $1/|\mu|$.

### (c) Relaxation time

Let a constant force $F$ act along $x$, and write the distribution as $f=f_0-(\partial f_0/\partial E)\,g(\mu)$, where $f_0$ is the equilibrium distribution. Let a fraction $q$ of the events change $\mu$ into $-\mu$, while the rest leave $\mu$ as it was. To first order in $F$, the steady Boltzmann equation, divided by the common factor $\partial f_0/\partial E$, reads

$$Fv_F\mu=\frac{g(\mu)}{\tau}+q\,w(\mu)\,[g(\mu)-g(-\mu)].$$

The left side is odd in $\mu$ and $w$ is even, so $g$ is odd and the bracket equals $2g(\mu)$. Thus

$$g(\mu)=Fv_F\mu\,\tau^*(\mu),\qquad \frac1{\tau^*}=\frac1\tau+2q\,w.$$

A random sign after the event means $q=\tfrac12$, so $w$ is added once. With $v_F\tau=\lambda$,

$$\frac{1}{\tau^*}=\frac1\tau\left(1+\frac{\alpha}{|\mu|}\right),\qquad \alpha=\frac{\lambda}{D}\,\frac{R}{1-R}.$$

This is the standard Mayadas-Shatzkes parameter. The value $q=\tfrac12$ is a rule of the model and does not follow from the barrier: the rate in (b) was calculated for true reversals, which would mean $q=1$. In the standard formula $R$ is therefore best read as an effective parameter. The second variation shows how much this matters.

### (d) Resistivity

The current is the sum of $v_xg$ over the Fermi surface, so the conductivity is proportional to the integral of $\mu^2\tau^*$ over $\mu$. The integrand is even, and the range $0<\mu<1$ suffices. Dividing by the single-crystal value, for which $\tau^*=\tau$ and $\int_0^1\mu^2d\mu=\tfrac13$,

$$\frac{\rho_0}{\rho}=3\int_0^1\frac{\mu^2}{1+\alpha/\mu}\,d\mu=3\int_0^1\frac{\mu^3}{\mu+\alpha}\,d\mu.$$

Since $(\mu+\alpha)(\mu^2-\alpha\mu+\alpha^2)=\mu^3+\alpha^3$,

$$\frac{\mu^3}{\mu+\alpha}=\mu^2-\alpha\mu+\alpha^2-\frac{\alpha^3}{\mu+\alpha}.$$

The four terms integrate to $\tfrac13$, $-\tfrac{\alpha}{2}$, $\alpha^2$ and $-\alpha^3\ln\frac{1+\alpha}{\alpha}$. Multiplication by 3 gives

$$\frac{\rho_0}{\rho}=1-\frac{3\alpha}{2}+3\alpha^2-3\alpha^3\ln\!\left(1+\frac1\alpha\right).$$

For the given data,

$$\alpha=\frac{390}{200}\times\frac{0.3}{0.7}=1.95\times0.428571=0.8357,$$

and $\ln(1+1/\alpha)=0.7869$. The terms are

$$\frac{\rho_0}{\rho}=1-1.2536+2.0953-1.3779=0.4638,$$

$$\frac{\rho}{\rho_0}=\frac{1}{0.4638}=2.16.$$

The terms largely cancel, so they need more digits than the answer. Direct quadrature of the integral and a matrix solution of the Boltzmann equation both give the same ratio, 2.1561, as the numerical output shows. These checks confirm the algebra within the model, not the model itself.

### Reading the result

The boundaries reduce the relaxation time to $0.54\,\tau$ for electrons moving along the current ($\mu=1$), to $0.37\,\tau$ at $\mu=0.5$ and to $0.11\,\tau$ at $\mu=0.1$. The conductivity averages these factors with the weight $\mu^2$, which favours the directions that suffer least. The average is 0.46.

The rate $w$ is not the rate of single reflections. An electron meets boundaries at the rate $|v_x|/D$, and

$$\frac{w}{|v_x|/D}=\frac{S^2}{v_x^2}=\frac{R}{1-R}\,\frac1{\mu^2}.$$

At normal incidence this is 0.43, whereas the reflection probability of one boundary is 0.3, and it exceeds 1 for $|\mu|<\sqrt{0.4286}=0.65$. This is not a failure of the rate. For fixed barriers whose intensities add, two in series transmit $T=T_1T_2/(1-R_1R_2)$, so $(1-T)/T=R_1/T_1+R_2/T_2$: each barrier adds $R(\mu)/[1-R(\mu)]=S^2/v_x^2$. Reversals at a rate $w$ over a length $L$ give $(1-T)/T=wL/|v_x|$, and with $L=ND$ the two agree. The rate $w$, counted as true reversals ($q=1$), thus already contains the multiple reflections between neighbouring boundaries. The agreement is exact when bulk scattering between neighbours is rare ($\lambda\gg D$) and approximate at $\lambda/D\approx2$. A barrier that literally reflects with probability 0.3 therefore points to the strict-reversal value of the second variation rather than to 2.16. The value 2.16 is the prediction of the standard formula for the stated parameters; its digits do not measure the accuracy of the theory for a real wire.

## Variation 1: coarse and fine grains

*How does the ratio behave when $\alpha$ is small, and when it is large?*

For small $\alpha$, the closed form begins $\rho_0/\rho\approx1-3\alpha/2$, and inversion to first order gives

$$\frac{\rho}{\rho_0}\approx1+\frac{3\alpha}{2}.$$

The added resistivity is then proportional to $1/D$. With $\lambda$ and $R$ unchanged, the full formula gives 1.588, 1.299 and 1.152 for $D=400$, 800 and 1600 Å. The excess over 1 falls from 0.588 to 0.299 to 0.152, nearly halving each time $D$ doubles.

For large $\alpha$, expand the integrand as $\mu^3/(\mu+\alpha)=\mu^3/\alpha-\mu^4/\alpha^2+\dots$ and integrate:

$$\frac{\rho_0}{\rho}\approx3\left(\frac1{4\alpha}-\frac1{5\alpha^2}\right)=\frac{3}{4\alpha}\left(1-\frac{4}{5\alpha}\right).$$

Inverting, and keeping the first correction,

$$\frac{\rho}{\rho_0}\approx\frac{4\alpha}{3}\left(1+\frac{4}{5\alpha}\right)=\frac{4\alpha}{3}+\frac{16}{15}.$$

At $\alpha=0.8357$ the two estimates are 2.25 and 2.18. Relative to the full value 2.156, they are too high by 4.5% and 1.2%. The closeness of the second is a numerical finding that the expansion does not guarantee: its series in $\mu/\alpha$ diverges for $\mu>\alpha$, which is part of the integration range here.

## Variation 2: strict reversal

*What is the ratio if every boundary event reverses $v_x$?*

Now $q=1$, and part (c) gives

$$\frac1{\tau^*}=\frac1\tau+2w=\frac1\tau\left(1+\frac{2\alpha}{|\mu|}\right).$$

The closed form still holds, with $\alpha$ replaced by $2\alpha$. The result is $\rho/\rho_0=3.28$ instead of 2.16. Since $\alpha$ is proportional to $1/D$, this is also the standard result for grains of half the size, $D=100$ Å.

The difference matters when $R$ is inferred from a resistivity. A given ratio $\rho/\rho_0$ fixes the coefficient of $1/|\mu|$ in $\tau/\tau^*$. For the same $\lambda$ and $D$, strict reversal therefore assigns to $R/(1-R)$ half the value that the standard formula does. A reflection coefficient obtained in this way has a definite meaning only together with the rule used to obtain it.

## Computed values

```
Mean free path: 390 angstrom
Grain size: 200 angstrom
Reflection coefficient R: 0.30 (no unit)
lambda/D: 1.9500 (no unit)
R/(1-R): 0.428571 (no unit)
alpha: 0.835714 (no unit)
ln(1+1/alpha): 0.786902 (no unit)
Term 1: 1.000000 (no unit)
Term -3 alpha/2: -1.253571 (no unit)
Term 3 alpha^2: 2.095255 (no unit)
Term -3 alpha^3 ln(1+1/alpha): -1.377893 (no unit)
rho0/rho, sum of terms: 0.463791 (no unit)
rho/rho0, closed form: 2.1561 (no unit)
rho/rho0, quadrature: 2.1561 (no unit)
rho/rho0, Boltzmann matrix: 2.1561 (no unit)
Small-alpha estimate: 2.2536 (no unit)
Large-alpha estimate: 2.1810 (no unit)
rho/rho0, strict reversal: 3.2796 (no unit)
tau*/tau at mu=1.0: 0.5447 (no unit)
tau*/tau at mu=0.5: 0.3743 (no unit)
tau*/tau at mu=0.1: 0.1069 (no unit)
Chosen Fermi energy: 5.0 eV
Fermi wave number: 1.1456 1/angstrom
Barrier strength S: 5.715 eV angstrom
R from thin square barrier: 0.30001 (no unit)
Random-phase intensity per boundary: 1.004 (no unit)
rho/rho0 at D=100 angstrom: 3.280 (no unit)
rho/rho0 at D=200 angstrom: 2.156 (no unit)
rho/rho0 at D=400 angstrom: 1.588 (no unit)
rho/rho0 at D=800 angstrom: 1.299 (no unit)
rho/rho0 at D=1600 angstrom: 1.152 (no unit)
```
